# Equilibrium thermal-noise power of a bolometer at 100 mK

**Question**

I am stuck on this exercise: "A bolometer at 100 mK is connected to its surroundings by a thermal conductance of 0.1 pW/K. Show that its equilibrium thermal-noise power is near $2.3\times10^{-19}$ W per root hertz."

My attempt was to take the rms temperature fluctuation $\sqrt{k_BT^2/C}$ and multiply it by $G$. That has the unit of watts, but it depends on the heat capacity $C$, which the exercise does not give. For a guess of $C=1$ fJ/K I get about $1.2\times10^{-18}$ W, which is also too large. Where does the root hertz come from, why is $C$ not needed, and what is the correct numerical factor under the square root?

**Answer**

Your product $G\,\delta T_{\rm rms}$ is a legitimate quantity, but it is a total fluctuation over all the frequencies to which the bolometer responds. The exercise asks for the fluctuation per unit bandwidth. The total fixes the density once the dynamics are known, and $C$ drops out on the way.

**The model**

Treat the bolometer as one body of uniform temperature $T$ and heat capacity $C$. A link that stores no heat itself joins it to a bath at the same mean temperature. Let $P_{\rm out}$ be the net power leaving through the link, and define $G=dP_{\rm out}/dT$ with the bath held fixed. I use one-sided spectral densities, so a variance is the integral of the density over positive frequencies.

**Size of the temperature fluctuations**

With $\beta=1/(k_BT)$, the mean energy of a body with levels $E_i$ in equilibrium with a bath is

$$U=\frac{\sum_i E_i e^{-\beta E_i}}{\sum_i e^{-\beta E_i}} .$$

Differentiating the numerator gives $-\langle E^2\rangle$, and differentiating the denominator gives $+U^2$. Hence

$$\frac{dU}{d\beta}=-\left(\langle E^2\rangle-U^2\right)=-\langle\delta E^2\rangle .$$

Since $d\beta/dT=-1/(k_BT^2)$,

$$C=\frac{dU}{dT}=\frac{\langle\delta E^2\rangle}{k_BT^2},
\qquad \langle\delta E^2\rangle=k_BT^2C .$$

An energy deviation $\delta E$ is read as a temperature deviation $\delta T=\delta E/C$, so

$$\langle\delta T^2\rangle=\frac{k_BT^2}{C}. \tag{1}$$

**From the total to the density**

The flow through the link has a mean part, $-G\,\delta T$ for small deviations, and a random part $p(t)$:

$$C\frac{d\,\delta T}{dt}=-G\,\delta T+p(t). \tag{2}$$

An absorbed signal power would enter this equation in the same place as $p(t)$. The noise-equivalent power, NEP, is therefore $\sqrt{S_P}$, where $S_P$ is the spectral density of $p$.

Assume that the memory of the random exchange is much shorter than the response time $\tau=C/G$. Then $S_P$ is constant over the frequencies that matter. For a component varying as $e^{2\pi i f t}$, equation (2) gives

$$(G+2\pi i fC)\,\delta T_f=p_f,
\qquad S_T(f)=\frac{S_P}{G^2+(2\pi fC)^2}.$$

Integrate over positive frequencies with $x=2\pi fC/G$, so that $df=G\,dx/(2\pi C)$:

$$\langle\delta T^2\rangle
=\frac{S_P}{G^2}\,\frac{G}{2\pi C}\int_0^\infty\frac{dx}{1+x^2}
=\frac{S_P}{2\pi GC}\,\frac{\pi}{2}
=\frac{S_P}{4GC}. \tag{3}$$

Equations (1) and (3) describe the same variance. Equating them and multiplying by $4GC$ gives

$$S_P=4k_BT^2G,\qquad \mathrm{NEP}=\sqrt{4k_BT^2G}. \tag{4}$$

A smaller $C$ makes the temperature fluctuate more, but it spreads the fluctuation over a wider band. At fixed $T$ and $G$ the two effects cancel in the density of the input power. With a two-sided density, which also counts negative frequencies, the factor 4 would be 2.

**The number**

$$S_P=4(1.380649\times10^{-23}\ \mathrm{J/K})(0.1\ \mathrm{K})^2(10^{-13}\ \mathrm{W/K})
=5.52\times10^{-38}\ \mathrm{W^2/Hz}.$$

The unit works out because $\mathrm{J\,W=W^2\,s=W^2/Hz}$. The square root is

$$\mathrm{NEP}=2.35\times10^{-19}\ \mathrm{W/\sqrt{Hz}}=0.235\ \mathrm{aW/\sqrt{Hz}}.$$

The value in the exercise is about 2% lower than this, so "near" is justified.

**What your estimate meant**

With your $C=1$ fJ/K, the response time is $\tau=10$ ms and $\delta T_{\rm rms}=11.75\ \mu$K. From (1) and (4),

$$(G\,\delta T_{\rm rms})^2=\frac{G^2k_BT^2}{C}
=4k_BT^2G\,\frac{G}{4C}=S_P\,\frac{1}{4\tau}.$$

Your estimate is thus the NEP times the square root of an effective bandwidth $1/(4\tau)=25$ Hz. That factor of 5 turns $2.35\times10^{-19}$ into $1.2\times10^{-18}$.

A measurement that averages for a time $t$ uses a different bandwidth. Averaging multiplies the density by $[\sin(\pi ft)/(\pi ft)]^2$. With $y=\pi ft$, the variance of the averaged power is

$$\sigma_P^2=S_P\int_0^\infty\frac{\sin^2(\pi ft)}{(\pi ft)^2}\,df
=\frac{S_P}{\pi t}\int_0^\infty\frac{\sin^2y}{y^2}\,dy
=\frac{S_P}{2t}, \tag{5}$$

because the last integral is $\pi/2$. For $t=1$ s, the rms error is $\mathrm{NEP}/\sqrt{2t}=1.66\times10^{-19}$ W. This refers to power at the input, with the detector's slow response corrected for.

A steady 1 aW raises the temperature by $P/G=10\ \mu$K, slightly less than the instantaneous rms fluctuation. After one second of averaging, however, that power is about six times the rms error.

**The same factor from individual quanta**

The noise can also be found by counting energy exchanges. Let the body be an oscillator with quantum $\varepsilon$, holding $m$ quanta. A bath with thermal occupation $n=1/(e^{\varepsilon/k_BT}-1)$ adds a quantum at rate $\gamma n(m+1)$ and removes one at rate $\gamma(n+1)m$, where $\gamma$ is the coupling rate.

In equilibrium $\langle m\rangle=n$, so each direction has the mean rate $\gamma n(n+1)$. The net flow vanishes on average, but the fluctuations of the two flows add.

Given the present $m$, the deviation of the next jumps from their expected number is uncorrelated with earlier deviations. Its energy variance per unit time is $\varepsilon^2$ times the total jump rate. By (5), a one-sided density is twice the variance of the accumulated energy per unit time, so

$$S_P=2\varepsilon^2\left[2\gamma n(n+1)\right]=4\varepsilon^2\gamma n(n+1).$$

To find $G$, warm the oscillator slightly while keeping the bath occupation $n_b$ fixed:

$$P_{\rm out}=\varepsilon\gamma\left[(n_b+1)\langle m\rangle-n_b(\langle m\rangle+1)\right]
=\varepsilon\gamma(\langle m\rangle-n_b).$$

Differentiating the thermal occupation gives $dn/dT=\varepsilon n(n+1)/(k_BT^2)$. Therefore

$$G=\varepsilon\gamma\frac{dn}{dT}=\frac{\varepsilon^2\gamma n(n+1)}{k_BT^2},
\qquad S_P=4k_BT^2G .$$

Numerical sums over the oscillator levels, with $\varepsilon/k_BT=0.5$, 1.0 and 2.5, each give $S_P/(k_BT^2G)=4.000000$.

**When the bath is colder**

Equation (4) requires equal temperatures. Suppose instead that the bath is at $T_b=50$ mK, while the bolometer stays at 100 mK with the same $G$ at its own temperature. The answer then depends on how heat crosses the link. Consider phonon channels whose transmission does not depend on energy, and let $n_1$ and $n_2$ be the phonon occupations at $T$ and $T_b$.

In a fully open channel, each end sends out an independent thermal stream. During a time $t$, an energy interval $d\varepsilon$ carries $t\,d\varepsilon/h$ independent wave packets, each with number variance $n(1+n)$. One stream at temperature $T$ therefore has density

$$\frac{2}{h}\int_0^\infty\varepsilon^2n(1+n)\,d\varepsilon
=2k_BT^2\,\frac{d}{dT}\left[\frac1h\int_0^\infty\varepsilon n\,d\varepsilon\right]
=2k_BT^2G .$$

The bracket is the power in the stream. It scales as $T^2$, so its derivative scales as $T$, and the bath stream contributes $2k_BT_b^2(GT_b/T)$. Adding the two streams and dividing by $4k_BT^2G$ gives

$$\frac{S_P}{4k_BT^2G}=\frac12\left[1+\left(\frac{T_b}{T}\right)^3\right]
=\frac12\left(1+\frac18\right)=0.5625 .$$

The NEP is then $1.76\times10^{-19}$ W/√Hz, 25% below the equilibrium value.

In a weakly transmitting channel, quanta cross one at a time. The rates in the two directions are proportional to $n_1(1+n_2)$ and $n_2(1+n_1)$, and their noises add. For $T_b=T/2$, put $q=e^{-\varepsilon/k_BT}$, so that $n_1=q/(1-q)$ and $n_2=q^2/(1-q^2)$. Then

$$n_1(1+n_2)+n_2(1+n_1)
=\frac{q+q^2}{(1-q)(1-q^2)}=\frac{q}{(1-q)^2}=n_1(1+n_1).$$

At equal temperatures the same sum would be $2n_1(1+n_1)$. The noise density is therefore halved at every energy, and the NEP falls by 29% to $1.66\times10^{-19}$ W/√Hz.

**Comparison with a real detector**

The numbers lie in the rough regime of very sensitive far-infrared transition-edge bolometers on long, thin legs; less sensitive bolometers can have much larger conductances. One fully open phonon channel at 100 mK conducts $\pi^2k_B^2T/(3h)=0.0946$ pW/K, so the whole link here conducts about as much as one such channel. Four legs with four acoustic channels each (one stretching, one twisting and two bending) would need a mean transmission of only 0.066. Legs about a micrometre wide or wider carry further channels at this temperature, so their mean transmission would be lower still. If the channels share it evenly, the weak limit is the closer one. A low mean alone does not ensure this. A channel of transmission $\mathcal T$ has $\mathcal T^2$ times the open-channel noise plus $\mathcal T(1-\mathcal T)$ times the weak-channel expression, so for $T_b=T/2$ the ratio $S_P/(4k_BT^2G)$ is $\frac12+\frac1{16}\sum\mathcal T^2/\sum\mathcal T$. Coherent elastic scattering along a long leg leaves some channels nearly open and most nearly closed, which moves the ratio toward the middle of the range or beyond. A working device of this kind is heated above its bath, so it breaks the equal-temperature assumption. For the temperatures chosen above and channels with energy-independent transmission, this lowers the thermal NEP by 25 to 29%. Real legs need not lie in this range: a leg that is locally thermalised along its length, with a conductivity proportional to $T^3$, gives a reduction of about 31%. The Johnson noise of the thermometer and the readout noise add to the thermal noise and are not included here.

Absorbed light adds noise too. If photons of energy $h\nu$ arrive independently at mean power $P$, their number in time $t$ has variance $Pt/(h\nu)$. The energy variance is $Pt\,h\nu$, and the density is $2Ph\nu$. For 1 aW at a wavelength of 200 μm, the photon NEP is $4.5\times10^{-20}$ W/√Hz. Adding the densities raises the equilibrium total to $2.39\times10^{-19}$ W/√Hz, an increase of about 2%. Photon noise would equal the thermal noise at 27.8 aW. For thermal light, independent arrival requires a mean of much less than one photon per radiation mode.

Two other approximations, linearity and a classical white spectrum, can be checked with these values. The relative temperature fluctuation is $1.2\times10^{-4}$, which supports the linear equation (2). At the corner frequency $1/(2\pi\tau)=15.9$ Hz, $hf/(k_BT)$ is $7.6\times10^{-9}$, so quantum corrections to the white spectrum are negligible. If the legs stored an appreciable part of the heat, the response would no longer have a single time constant, and the noise density would rise at high frequencies. For equal temperatures its low-frequency value would still be $4k_BT^2G$. The model also assumes that the body itself is at one temperature. If $C$ were so small that it approached $k_B$, (1) would give $\delta T_{\rm rms}$ comparable to $T$, and the linear equation (2) could no longer be taken for granted. The oscillator above is a special case, because its mean energy relaxes linearly however large the deviation.

The numerical output below lists the main values used here.

## Calculated quantities

```
Boltzmann constant: 1.380649e-23 J/K
Bolometer temperature: 100.0 mK
Thermal conductance: 0.100 pW/K
Heat capacity: 1.000 fJ/K
Power spectral density: 5.5226e-38 W^2/Hz
Thermal NEP: 2.3500e-19 W/sqrt(Hz)
Thermal NEP converted: 0.2350 aW/sqrt(Hz)
Response time: 10.000 ms
Corner frequency: 15.915 Hz
RMS temperature fluctuation: 11.750 uK
Relative temperature fluctuation: 1.175e-04 (no unit)
Averaging time: 1.0 s
RMS power error after averaging: 1.6617e-19 W
Ladder S_P/(k T^2 G), spacing 0.5 kT: 4.000000 (no unit)
Ladder S_P/(k T^2 G), spacing 1.0 kT: 4.000000 (no unit)
Ladder S_P/(k T^2 G), spacing 2.5 kT: 4.000000 (no unit)
hf/(kT) at corner: 7.638e-09 (no unit)
One-channel conductance quantum: 0.09464 pW/K
G / conductance quantum: 1.0566 (no unit)
Mean transmission for 16 channels: 0.0660 (no unit)
Cold-bath temperature: 50.0 mK
Cold-bath S_P ratio, open channels: 0.5625 (no unit)
Cold-bath S_P ratio, weak channels: 0.5000 (no unit)
Cold-bath NEP, open channels: 1.7625e-19 W/sqrt(Hz)
Cold-bath NEP, weak channels: 1.6617e-19 W/sqrt(Hz)
Photon wavelength: 200.0 um
Photon energy: 9.9322e-22 J
Absorbed photon power: 1.00 aW
Temperature rise from that power: 10.000 uK
Photon NEP: 4.4570e-20 W/sqrt(Hz)
Thermal plus photon NEP: 2.3919e-19 W/sqrt(Hz)
Photon power for equal noise: 27.80 aW
```
